# Gaussian-Width Independence of the Freysoldt–Neugebauer–Van de Walle Correction

## Result and conventions

A defect of charge $q$ is computed in a periodic supercell of volume $\Omega$ with lattice vectors $\mathbf R$. The host screens with an isotropic dielectric constant $\varepsilon$. The Freysoldt–Neugebauer–Van de Walle (FNV) correction replaces the defect by a Gaussian model charge of width $\beta$,

$$\rho_\beta(r)=\frac{q}{(\pi\beta^2)^{3/2}}\,e^{-r^2/\beta^2}.$$

The quantity added to the supercell formation energy is

$$E_{\rm corr}=E_{\rm iso}-E_{\rm per}-qC,\qquad C=\langle\phi_{\rm DFT}-\phi_\beta\rangle_S .\tag{1}$$

Here $E_{\rm iso}$ and $E_{\rm per}$ are the energies of the isolated and the periodic model charge, and $\langle\cdot\rangle_S$ is an average over a fixed region $S$ far from the defect. The result to be shown is

$$E_{\rm corr}(\beta)=K-qC_0+T(\beta),\tag{2}$$

where $K$ and $C_0$ do not contain $\beta$, and $T(\beta)$ consists of Gaussian tails. The lattice energy contributes $-\pi q^2\beta^2/(\varepsilon\Omega)$, the alignment contributes $+\pi q^2\beta^2/(\varepsilon\Omega)$, and the two cancel. Independence of $\beta$ therefore holds up to $T(\beta)$, which is exponentially small when the Gaussian is narrow compared with the cell.

Formulas are in Hartree atomic units; the example uses nm and eV. The potential $\phi$ is the one felt by a positive charge, so an electron has potential energy $V=-\phi$, and $-qC=+q\langle V_{\rm DFT}-V_\beta\rangle_S$. The symbol $\phi_{\rm DFT}$ means the potential of the charged-defect cell minus that of the bulk cell. Every periodic potential has zero cell average, and a uniform background neutralises the cell.

## The two model energies

The Fourier transform of $\rho_\beta$ is $q\,e^{-\beta^2G^2/4}$. In the periodic cell the Fourier coefficients of the density are this divided by $\Omega$. Poisson's equation in the medium, $\varepsilon G^2\phi_G=4\pi\rho_G$, gives

$$\phi_\beta(\mathbf r)=\frac{4\pi q}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\beta^2G^2/4}}{G^2}\,e^{i\mathbf G\cdot\mathbf r}.\tag{3}$$

The energy per cell is half the integral of density times potential, $\tfrac{\Omega}{2}\sum_{\mathbf G\neq0}\rho_G^*\phi_G$:

$$E_{\rm per}=\frac{2\pi q^2}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\beta^2G^2/2}}{G^2}.\tag{4}$$

For an isolated charge, $\Omega^{-1}\sum_{\mathbf G}$ becomes $\int d^3G/(2\pi)^3$. The factor $4\pi G^2$ of the volume element cancels $1/G^2$, so

$$E_{\rm iso}=\frac{2\pi q^2}{\varepsilon}\,\frac{4\pi}{8\pi^3}\int_0^\infty e^{-\beta^2G^2/2}\,dG=\frac{q^2}{\pi\varepsilon}\,\frac1\beta\sqrt{\frac{\pi}{2}}=\frac{q^2}{\varepsilon\beta\sqrt{2\pi}}.\tag{5}$$

## How the lattice energy depends on width

Put $s=\beta^2/2$. Differentiating (4) removes the denominator $G^2$:

$$\frac{dE_{\rm per}}{ds}=-\frac{2\pi q^2}{\varepsilon\Omega}\sum_{\mathbf G\neq0}e^{-sG^2}
=\frac{2\pi q^2}{\varepsilon\Omega}\Big[1-\sum_{\mathbf G}e^{-sG^2}\Big].$$

The 1 appears because the full sum includes $\mathbf G=0$ and the original one does not.

The full sum is converted to real space as follows. The periodic function $\sum_{\mathbf R}(4\pi s)^{-3/2}e^{-|\mathbf r-\mathbf R|^2/4s}$ has Fourier coefficients $e^{-sG^2}/\Omega$. Evaluating it and its Fourier series at $\mathbf r=0$ gives

$$\sum_{\mathbf G}e^{-sG^2}=\frac{\Omega}{(4\pi s)^{3/2}}\sum_{\mathbf R}e^{-R^2/4s}.$$

The $\mathbf R=0$ term contributes $-(2\pi q^2/\varepsilon)(4\pi s)^{-3/2}$ to $dE_{\rm per}/ds$. This equals $dE_{\rm iso}/ds$: from (5), $E_{\rm iso}=q^2/(\varepsilon\sqrt{4\pi s})$, whose derivative is $-q^2s^{-3/2}/(2\varepsilon\sqrt{4\pi})$, and $2\pi/(4\pi)^{3/2}=1/(2\sqrt{4\pi})$. Hence

$$\frac{d(E_{\rm iso}-E_{\rm per})}{ds}=-\frac{2\pi q^2}{\varepsilon\Omega}+\frac{2\pi q^2}{\varepsilon}\sum_{\mathbf R\ne0}\frac{e^{-R^2/4s}}{(4\pi s)^{3/2}}.\tag{6}$$

The right side stays finite as $s\to0$. The difference $E_{\rm iso}-E_{\rm per}$ therefore has a finite limit $K$, although each energy diverges as $1/\beta$.

Integrate (6) from 0 to $s$. In the image terms set $u=R/(2\sqrt t)$, so that $t^{-3/2}=8u^3/R^3$ and $|dt|=R^2du/(2u^3)$:

$$2\pi\int_0^s\frac{e^{-R^2/4t}}{(4\pi t)^{3/2}}dt=\frac{1}{4\sqrt\pi}\,\frac4R\int_{R/(2\sqrt s)}^\infty e^{-u^2}du=\frac{1}{2R}\,{\rm erfc}\frac{R}{2\sqrt s}.$$

Since $2\sqrt s=\sqrt2\,\beta$,

$$E_{\rm iso}-E_{\rm per}=K-\frac{\pi q^2\beta^2}{\varepsilon\Omega}+\frac{q^2}{2\varepsilon}\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/\sqrt2\beta)}{R}.\tag{7}$$

The last term accounts for overlap between neighbouring model charges. In a cubic cell of edge $L$, dimensional scaling gives $K=\alpha q^2/(2\varepsilon L)$, which defines the Madelung constant $\alpha$.

## How the alignment depends on width

An isolated Gaussian has potential $q\,{\rm erf}(r/\beta)/(\varepsilon r)$. To verify this, use the radial Poisson equation $(r\phi)''=-4\pi r\rho/\varepsilon$. The second derivative of ${\rm erf}(r/\beta)$ is $-4r\,e^{-r^2/\beta^2}/(\sqrt\pi\beta^3)$, which equals $-4\pi r\,(\pi\beta^2)^{-3/2}e^{-r^2/\beta^2}$. The Gaussian potential minus the point-charge potential is thus the short-range function $-q\,{\rm erfc}(r/\beta)/(\varepsilon r)$.

Summed over the lattice, this function solves the periodic Poisson equation for the density difference. Let $\phi_{\rm pt}$ be the periodic potential of a point charge, the limit $\beta\to0$ of (3). The lattice sum differs from $\phi_\beta-\phi_{\rm pt}$ by a constant, because $\phi_\beta$ and $\phi_{\rm pt}$ have zero mean and the lattice sum does not. The mean of the lattice sum is

$$-\frac{q}{\varepsilon\Omega}\int_0^\infty4\pi r\,{\rm erfc}(r/\beta)\,dr=-\frac{4\pi q\beta^2}{\varepsilon\Omega}\cdot\frac14=-\frac{\pi q\beta^2}{\varepsilon\Omega}.$$

The factor $\tfrac14$ is $\int_0^\infty x\,{\rm erfc}\,x\,dx=\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx$, by parts. Subtracting the mean,

$$\phi_\beta(\mathbf r)=\phi_{\rm pt}(\mathbf r)+\frac{\pi q\beta^2}{\varepsilon\Omega}-\frac q\varepsilon\sum_{\mathbf R}\frac{{\rm erfc}(|\mathbf r-\mathbf R|/\beta)}{|\mathbf r-\mathbf R|}.\tag{8}$$

For $q>0$, broadening the charge lowers the potential near the defect. The zero-mean convention then adds a uniform rise, and this rise is what the alignment detects.

## The cancellation

Define $C_0=\langle\phi_{\rm DFT}-\phi_{\rm pt}\rangle_S$. The supercell potential knows nothing of the model width, so $C_0$ is independent of $\beta$. Equation (8) gives

$$-qC=-qC_0+\frac{\pi q^2\beta^2}{\varepsilon\Omega}-\frac{q^2}{\varepsilon}\Big\langle\sum_{\mathbf R}\frac{{\rm erfc}(|\mathbf r-\mathbf R|/\beta)}{|\mathbf r-\mathbf R|}\Big\rangle_S.$$

Adding (7), the quadratic terms cancel. This proves (2), with

$$T(\beta)=\frac{q^2}{2\varepsilon}\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/\sqrt2\beta)}R-\frac{q^2}{\varepsilon}\Big\langle\sum_{\mathbf R}\frac{{\rm erfc}(|\mathbf r-\mathbf R|/\beta)}{|\mathbf r-\mathbf R|}\Big\rangle_S.\tag{9}$$

No cell shape was assumed. The width dependences in (7) and (8) were tested in a triclinic cell with edge vectors $(1.1,0,0)$, $(0.2,0.9,0)$, $(0.1,-0.15,1.3)$ nm, for widths 0.15 and 0.45 nm and a potential sampled at $(0.5,0.4,0.6)$ nm. With unit charge and unit prefactor, reciprocal and real-space sums agreed within $10^{-15}\ {\rm nm}^{-1}$.

## What "negligible at the boundary" means

Take $S$ to be a plane at height $z$ in a cubic cell, with face area $A=L^2$. Averaging the lattice sum over one face is the same as integrating each layer's single-site function over the whole plane and dividing by $A$. With in-plane radius $p$ and $p\,dp=r\,dr$, the layer at $nL$ gives

$$\frac{2\pi}{A}\int_{|z-nL|}^\infty{\rm erfc}(r/\beta)\,dr=\frac{2\pi\beta}{A}\,{\rm ierfc}\frac{|z-nL|}{\beta},\qquad {\rm ierfc}\,x=\frac{e^{-x^2}}{\sqrt\pi}-x\,{\rm erfc}\,x.$$

For large $x$, ${\rm ierfc}\,x\simeq e^{-x^2}/(2\sqrt\pi x^2)$. At $z=L/2$ the two nearest layers have $x=L/2\beta$, and

$$T(\beta)\simeq-\frac{8\sqrt\pi\,q^2\beta^3}{\varepsilon L^4}\,e^{-L^2/4\beta^2}.\tag{10}$$

The image-overlap part carries $e^{-L^2/2\beta^2}$ and is smaller for narrow Gaussians. The exponential in (10) is the ratio of a single Gaussian's density at the face centre to that at its own centre, so for this sampling plane the boundary density does control the error. For a sampling region whose closest point lies at distance $d$ from a defect, the sampling tail carries $e^{-d^2/\beta^2}$. The image overlap carries $e^{-R^2/2\beta^2}$, with $R$ the shortest lattice vector, wherever one samples. It therefore sets the error for narrow Gaussians when $d>R/\sqrt2$, as at the corner of a cubic cell. Sampling too close to the defect spoils the independence even if the density at the boundary is small.

The opposite limit shows what is lost. As $\beta\to\infty$ the model charge becomes uniform, and $E_{\rm iso}$, $E_{\rm per}$ and $\phi_\beta$ all vanish. Then $E_{\rm corr}\to-q\langle\phi_{\rm DFT}\rangle_S$, with no Madelung term left.

## Why the common value is the right one

Independence of $\beta$ alone does not show that the correction is right. Consider a defect charge that is a sum of concentric Gaussians with weights $w_i$, $\sum_iw_i=1$, and widths $b_i$, in a uniform medium. In its energy, the pair $(i,j)$ carries $e^{-(b_i^2+b_j^2)G^2/4}$, as in (4) with $\beta^2=(b_i^2+b_j^2)/2$. Apart from tails, (7) gives its true finite-size error as

$$K-\frac{\pi q^2}{\varepsilon\Omega}\sum_{ij}w_iw_j\frac{b_i^2+b_j^2}{2}=K-\frac{\pi q^2\bar b^2}{\varepsilon\Omega},\qquad \bar b^2=\sum_iw_ib_i^2.$$

By (8), superposed with the same weights, $C_0=\pi q\bar b^2/(\varepsilon\Omega)$. So $K-qC_0$ is the same expression, and FNV recovers the true error, apart from tails, for such spherical charges in a linear, uniform medium. A non-spherical charge also has multipole potentials that reach the sampling region. The correction is then still independent of $\beta$, but it can depend on where one samples and differ from the true error.

## Worked example

The parameters are rough, round values for a doubly positive oxygen vacancy in a hafnium-oxide gate dielectric: $q=+2$, $\varepsilon=20$, and a cubic cell with $L=1$ nm. The "supercell" potential is not a density-functional result. It comes from a known charge, 60% of width 0.06 nm and 40% of width 0.12 nm, in a uniform medium, so that the true error is available. The sampling plane is fixed at $z=0.5$ nm.

With $e^2/4\pi\epsilon_0=1.43996$ eV nm and $\alpha=2.8373$,

$$K=\frac{2.8373\times4\times1.43996}{2\times20\times1}=0.40856\ {\rm eV}.$$

The mean-square width is $\bar b^2=0.6(0.06)^2+0.4(0.12)^2=0.00792\ {\rm nm}^2$, so $C_0=\pi(2)(1.43996)(0.00792)/20=0.00358$ V. The limit is $0.40856-2(0.00358)=0.4014$ eV.

For $\beta=0.10$ nm the quadratic term is $0.00905$ eV. The lattice part is $0.40856-0.00905=0.39951$ eV, the alignment part is $-0.00717+0.00905=+0.00188$ eV, and their sum is again $0.4014$ eV. All widths, in eV:

| $\beta$ (nm) | $E_{\rm iso}-E_{\rm per}$ | $-qC$ | $E_{\rm corr}$ | $T(\beta)$ |
|---|---|---|---|---|
| 0.05 | 0.40630 | −0.00490 | 0.40140 | $-2\times10^{-47}$ |
| 0.10 | 0.39951 | +0.00188 | 0.40140 | $-5\times10^{-14}$ |
| 0.15 | 0.38820 | +0.01319 | 0.40140 | $-1.8\times10^{-7}$ |
| 0.20 | 0.37237 | +0.02897 | 0.40134 | $-5.1\times10^{-5}$ |
| 0.30 | 0.32788 | +0.06951 | 0.39739 | $-4.0\times10^{-3}$ |
| 0.40 | 0.27504 | +0.10591 | 0.38095 | $-2.0\times10^{-2}$ |

The separately computed true error is 0.4014 eV (0.01475 Ha). From 0.05 to 0.15 nm the lattice term alone changes by 0.018 eV, while the full correction changes by $1.8\times10^{-7}$ eV.

At $\beta=0.15$ nm, estimate (10) gives $-2.1\times10^{-7}$ eV, close to the complete $-1.8\times10^{-7}$ eV. At 0.20 nm the density ratio is 0.0019 and the deviation is still only 0.05 meV. At 0.40 nm the ratio is 0.21 and the correction is 5% below the true error. There (7) implies an image overlap of $0.27504-(0.40856-0.14476)=+0.0112$ eV, so the sampling tail is about $-0.0317$ eV. The two partly offset each other.

## Wrong dielectric constant

Suppose the model uses $\varepsilon_m\neq\varepsilon$ in both its energy and its potential. Both quadratic terms then scale as $1/\varepsilon_m$ and still cancel. The result is stable but wrong.

The size follows from the plane-averaged point-charge potential. Between charged sheets the background gives $\phi''=4\pi q/(\varepsilon\Omega)$, so $\phi=(2\pi q/\varepsilon\Omega)[(z-L/2)^2-L^2/12]$, where the constant enforces zero mean. At mid-plane of the cubic cell this is $-\pi q/(6\varepsilon L)$. Replacing $\varepsilon$ by $\varepsilon_m$ in $K$ and in $+q\phi_{\rm pt}$ gives

$$\Delta E_{\rm corr}=\frac{q^2}{L}\Big(\frac1{\varepsilon_m}-\frac1\varepsilon\Big)\Big(\frac\alpha2-\frac\pi6\Big).$$

For $\varepsilon_m=15$ this is $4(1.43996)(1/60)(0.895)=+0.086$ eV, as the direct calculation finds, while the spread over widths 0.05–0.15 nm is only $2.4\times10^{-7}$ eV. The warning sign is a potential difference that is not flat: between $z=0.4L$ and $0.5L$ it varies by 3.0 mV in magnitude, against about $10^{-5}$ mV with the correct $\varepsilon$. This sign is faint: in a real supercell, atomic-scale oscillations and relaxation can hide a few millivolts. A wider interval shows it better, with about 19 mV between $0.25L$ and $0.5L$ here, but a potential that looks flat does not by itself prove that $\varepsilon_m$ is right.

## Anisotropic screening

With a dielectric tensor, $\varepsilon G^2$ becomes $\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G\equiv D$. For a spherical Gaussian, differentiating the energy leaves $G^2/D$ in the sum. This factor depends on direction and has no unique value at $\mathbf G=0$, so the proof fails.

It is restored by the form factor $e^{-\beta^2D/4\varepsilon_g}$, with $\varepsilon_g=(\det\boldsymbol\varepsilon)^{1/3}$. The energy sum is then $\sum_{\mathbf G\ne0}e^{-sD}/D$ with $s=\beta^2/2\varepsilon_g$, and the potential sum has the same form with $s$ halved and a phase $e^{i\mathbf G\cdot\mathbf r}$. Each derivative with respect to its exponent parameter is $1$ minus a sum of real-space Gaussians. The constants integrate to $-\pi q^2\beta^2/(\varepsilon_g\Omega)$ in $E_{\rm iso}-E_{\rm per}$ and $+\pi q\beta^2/(\varepsilon_g\Omega)$ in the far potential, which cancel as before.

For principal values 22, 22 and 16, sampled along the last axis, widening from 0.10 to 0.20 nm changes the correction by 7.3 meV with a sphere and by $-0.01$ meV with the shaped Gaussian.

## Beside a real gate stack

The value 20 is a static dielectric constant and presumes that the ions relax. If they are held fixed, electronic screening applies; with a rough $\varepsilon=5$, $K$ rises from 0.41 to 1.63 eV. The illustrative anisotropy above shifts $K$ by 0.8 meV relative to the isotropic value 20, which is the arithmetic mean of the three principal values. A real film also breaks the assumption of an infinite host. For a metal gate at distance $d=1.5$ nm, integrating the image force $q^2/[\varepsilon(2x)^2]$ from $d$ outward gives an energy of $-q^2/(4\varepsilon d)=-0.048$ eV if the oxide fills the whole space in front of the gate. In a thin film the opposite interface changes this value, and can change its sign: with a thick medium of $\varepsilon=3.9$ beginning 1.0 nm or 0.5 nm beyond the defect, the full image series gives $-0.027$ eV or $+0.012$ eV. The image energy belongs to the defect in the device and is not part of the bulk supercell correction; its half-space value is about twice the thermal energy of 0.026 eV at 300 K. The isolated charge's screened field at $L/2$ is 5.8 MV/cm, and it grows towards the defect. Linear screening is an assumption to examine there, and its error is not estimated here. The remaining digits are in the numerical output.

## Computed values

```
charge q = +2 e; dielectric constant = 20
cubic cell edge L = 1.00 nm; sampling plane z = 0.50 nm
defect charge: 60% of width 0.06 nm, 40% of width 0.12 nm
e^2/(4 pi eps0) = 1.439965 eV nm
cubic Madelung constant alpha = 2.837297
point-charge lattice term K = 0.408561 eV
point-charge alignment C_0 = 0.003583 V
beta(nm)  Eiso-Eper(eV)  C(V)  -qC(eV)  Ecorr(eV)  remainder(eV)
0.05  0.406299  +0.002452  -0.004904  0.401395  -1.87e-47
0.10  0.399513  -0.000941  +0.001882  0.401395  -5.36e-14
0.15  0.388204  -0.006596  +0.013191  0.401395  -1.83e-07
0.20  0.372371  -0.014486  +0.028973  0.401344  -5.14e-05
0.30  0.327877  -0.034756  +0.069512  0.397389  -4.01e-03
0.40  0.275037  -0.052957  +0.105913  0.380951  -2.04e-02
beta(nm)  q^2 pi beta^2/(eps Omega) (eV)  density face/centre
0.05  0.002262  3.72e-44
0.10  0.009048  1.39e-11
0.15  0.020357  1.49e-05
0.20  0.036190  1.93e-03
0.30  0.081428  6.22e-02
0.40  0.144761  2.10e-01
true finite-size error = 0.401395 eV = 0.014751 Ha
spread of Ecorr, beta 0.05-0.15 nm = 1.8e-07 eV
spread of lattice term alone, same widths = 0.018095 eV
triclinic identity errors: energy 6.9e-17, potential 4.4e-16 (1/nm)
wrong model dielectric constant = 15
  spread over widths 0.05-0.15 nm = 2.4e-07 eV
  error of correction = +0.085923 eV
  C(0.4 L)-C(0.5 L): right eps -1.4e-08 V, wrong eps -0.003016 V
tensor: eps_perp = 22, eps_par = 16, geometric mean = 19.784
  Ecorr change, beta 0.10 to 0.20 nm, sphere = +0.007335 eV
  same change, tensor-shaped Gaussian = -9.8e-06 eV
  shift of K from anisotropy = +0.000840 eV
cutoff shift of E_per (24 to 30 shells) = 1.1e-15 eV
K with frozen ions (eps = 5) = 1.6342 eV
metal gate at 1.5 nm: image energy = -0.0480 eV
isolated-charge field at L/2 = 5.76 MV/cm
thermal energy at 300 K = 0.0259 eV
```
